# Ion angular distribution for Maxwellian transverse velocities and fixed normal energy

## The result

**Theorem.** Let ions of mass $M$ reach a flat surface with one common normal kinetic energy $E$, and let their two transverse velocity components be independent Maxwellians of temperature $T_i$. The temperature is written as an energy, with Boltzmann's constant absorbed. Define

$$
\sigma=\sqrt{\frac{T_i}{2E}},\qquad a=\frac{E}{T_i}=\frac{1}{2\sigma^2}.
$$

Let $z$ be the normal direction, pointing towards the surface. Let $\theta_x=\arctan(v_x/v_z)$ be the angle projected on the $xz$ plane, and $\theta$ the polar angle between the velocity and the normal. Under the assumptions below, the arriving ions have the following distributions.

(a) The projected angle has the density, for $-\pi/2<\theta_x<\pi/2$,

$$
g(\theta_x)=\frac{\sec^2\theta_x}{\sigma\sqrt{2\pi}}\exp\left(-\frac{\tan^2\theta_x}{2\sigma^2}\right).
$$

(b) The polar angle has the density, for $0\le\theta<\pi/2$,

$$
p(\theta)=2a\tan\theta\,\sec^2\theta\;e^{-a\tan^2\theta}.
$$

(c) The density per unit solid angle is

$$
I(\theta)=\frac{a}{\pi}\sec^3\theta\;e^{-a\tan^2\theta}.
$$

(d) For $\sigma^2\ll1$ the projected angle is Gaussian to leading order, with standard deviation $\sqrt{T_i/(2E)}$ on each axis.

Parts (a) to (c) hold for any ratio $E/T_i$ within the model. For any such ratio $\sigma$ is the standard deviation of $\tan\theta_x$; it is the standard deviation of the angle itself only in the narrow limit.

**Assumptions.** The ions are singly charged, with charge $e$. The sheath is planar, steady and collisionless, its electric field is along $z$, and there is no magnetic field. All ions enter with the same normal energy $E_0$ and fall through the same potential drop $V$. The temperature $T_i$ describes the transverse motion at the sheath edge, which need not match the temperature of the neutral gas.

## From the sheath edge to the surface

**Lemma 1.** An ion keeps its transverse velocity and arrives with normal energy $E=E_0+eV$, whatever the shape of the potential between the sheath edge and the surface, provided that it gets there.

*Proof.* With the potential $\Phi(z)$, the equations of motion are

$$
M\dot v_x=0,\qquad M\dot v_y=0,\qquad M\dot v_z=-e\frac{d\Phi}{dz}.
$$

The first two say that $v_x$ and $v_y$ are constant. Multiply the third by $v_z=\dot z$:

$$
\frac{d}{dt}\left(\frac{Mv_z^2}{2}\right)=-e\frac{d\Phi}{dz}\dot z=-\frac{d}{dt}\,e\Phi(z(t)).
$$

The last equality uses the steadiness of the potential: $\Phi$ changes along the path only because $z$ changes. Integration from the edge to the surface gives $E-E_0=e(\Phi_{\rm edge}-\Phi_{\rm surface})=eV$. $\square$

The energy $E$ is therefore neither the sheath gain $eV$ alone nor the total kinetic energy. The total also contains the transverse part, whose mean is $T_i/2$ for each of two axes, or $T_i$ altogether.

**Lemma 2.** The transverse velocities of the ions that strike the surface are distributed as

$$
f(v_x,v_y)=\frac{M}{2\pi T_i}\exp\left[-\frac{M(v_x^2+v_y^2)}{2T_i}\right].
$$

*Proof.* By Lemma 1 every ion has the normal speed $v_0=\sqrt{2E/M}$ at the surface, and its transverse velocity is the one with which it entered. The velocity distribution just in front of the surface is thus proportional to $f(v_x,v_y)\,\delta(v_z-v_0)$. The number of ions striking unit area per unit time carries an extra factor $v_z$, because faster ions arrive from a thicker layer in a given time. Here the delta function turns that factor into the constant $v_0$, which cancels on normalization. The prefactor of $f$ follows from $\int_{-\infty}^{\infty}e^{-Mv^2/(2T_i)}dv=\sqrt{2\pi T_i/M}$, once for each axis. $\square$

## Proof of parts (a), (b) and (c)

**Projected angle.** Integrating $f$ over $v_y$ leaves a Gaussian in $v_x$ with mean zero and variance $T_i/M$. The ratio $u=v_x/v_0$ is this variable divided by a constant, so it is also Gaussian, with variance

$$
\frac{T_i/M}{v_0^2}=\frac{T_i/M}{2E/M}=\frac{T_i}{2E}=\sigma^2.
$$

The mass cancels. The factor 2 comes from comparing a mean transverse energy $T_i/2$ on one axis with a normal energy $E$. Since $u=\tan\theta_x$ is a one-to-one map, the density of $\theta_x$ is the density of $u$ multiplied by $du/d\theta_x=\sec^2\theta_x$. This is (a).

**Polar angle.** Write $v_\perp^2=v_x^2+v_y^2$. An ion lies outside the cone of half-angle $\theta$ when $v_\perp>v_0\tan\theta$. In polar coordinates of the transverse velocity plane, the fraction of such ions is

$$
P(>\theta)=\int_{v_0\tan\theta}^{\infty}\frac{M}{2\pi T_i}e^{-Mv_\perp^2/(2T_i)}\,2\pi v_\perp\,dv_\perp.
$$

Substitute $w=Mv_\perp^2/(2T_i)$, so that $dw=Mv_\perp dv_\perp/T_i$. The integrand becomes $e^{-w}dw$, and the lower limit is

$$
\frac{Mv_0^2\tan^2\theta}{2T_i}=\frac{E}{T_i}\tan^2\theta=a\tan^2\theta.
$$

Hence

$$
P(>\theta)=e^{-a\tan^2\theta}.
$$

The density is $p=-dP/d\theta$. The derivative of $\tan^2\theta$ is $2\tan\theta\sec^2\theta$, which gives (b).

**Solid angle.** Let $\varphi$ be the azimuth. With $v_\perp=v_0\tan\theta$, the area element in the transverse velocity plane is

$$
v_\perp dv_\perp d\varphi=v_0^2\tan\theta\sec^2\theta\,d\theta\,d\varphi
=v_0^2\sec^3\theta\,(\sin\theta\,d\theta\,d\varphi).
$$

The bracket is $d\Omega$. Multiplying $f$ by $v_0^2\sec^3\theta$ produces the prefactor $Mv_0^2/(2\pi T_i)=2E/(2\pi T_i)=a/\pi$, which is (c). $\square$

**Remark on the axis.** The two densities are related by $p(\theta)=2\pi\sin\theta\,I(\theta)$. The polar density vanishes at $\theta=0$ because a ring of directions around the normal shrinks to nothing there, although the flux per solid angle is finite, $I(0)=a/\pi$. Whether $I$ is also largest on the axis depends on $a$. With $q=\tan^2\theta$,

$$
\frac{d\ln I}{dq}=\frac{3}{2(1+q)}-a,
$$

which is negative for all $q>0$ if $a\ge3/2$. The distribution then peaks along the normal. Within this model, that includes every case with $E\gg T_i$.

## Proof of part (d)

Measure the angle in units of the expected width, $\theta_x=\sigma x$, and keep $x$ fixed as $\sigma\to0$. From $\tan(\sigma x)=\sigma x+\sigma^3x^3/3+\dots$,

$$
\frac{\tan^2(\sigma x)}{2\sigma^2}=\frac{x^2}{2}+\frac{\sigma^2x^4}{3}+O(\sigma^4),\qquad
\sec^2(\sigma x)=1+\sigma^2x^2+O(\sigma^4).
$$

Inserting both in (a), and expanding the exponential of the small term, gives the density of $x$:

$$
\sigma g(\sigma x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}}\left[1+\sigma^2\left(x^2-\frac{x^4}{3}\right)+O(\sigma^4)\right].
$$

The leading term is the unit Gaussian. The correction at fixed $x$ is of order $\sigma^2$, but it grows as $x^4$. The Gaussian is therefore a good relative approximation in the tail only while $\sigma^2x^4/3\ll1$; further out, the full expression in (a) is needed.

For the standard deviation, the average must be taken over all $u=\tan\theta_x$. Squaring $\arctan u=u-u^3/3+u^5/5-\dots$ gives

$$
\arctan^2u=u^2-\frac23u^4+\left(\frac19+\frac25\right)u^6+\dots
=u^2-\frac23u^4+\frac{23}{45}u^6+\dots
$$

The Gaussian moments are $\langle u^2\rangle=\sigma^2$, $\langle u^4\rangle=3\sigma^4$ and $\langle u^6\rangle=15\sigma^6$, so

$$
\langle\theta_x^2\rangle=\sigma^2-2\sigma^4+\frac{23}{3}\sigma^6+O(\sigma^8).
$$

The power series of the arctangent diverges for $|u|>1$, where the Gaussian still has some weight. The result nevertheless stands as an asymptotic expansion. The difference between $\arctan^2u$ and its three-term polynomial is bounded by $Cu^8$ for all real $u$, with some constant $C$: near zero this is Taylor's theorem, and at large $|u|$ the power $u^8$ outgrows the difference. Its average is at most $105\,C\sigma^8$.

The mean of $\theta_x$ is zero by symmetry. The square root then gives the standard deviation

$$
\Delta\theta_x=\sigma\left(1-\sigma^2+O(\sigma^4)\right),
$$

which proves (d). The correction is negative because $|\arctan u|<|u|$ for $u\ne0$: large transverse velocities add less to the angle than to its tangent. $\square$

## Other measures of the width

**Corollary.** In the narrow limit, to leading order:

- The full width at half maximum of $g$ is $2\sqrt{2\ln2}\,\sigma\approx2.35\,\sigma$.
- The most probable polar angle is $\sigma$.
- The root-mean-square polar angle is $\sqrt2\,\sigma=\sqrt{T_i/E}$.

For any $a$, the median and mean polar angles are

$$
\theta_{1/2}=\arctan\sqrt{\frac{\ln2}{a}},\qquad
\langle\theta\rangle=\frac{\pi}{2}\,e^{a}\,\mathrm{erfc}\sqrt a.
$$

*Proof.* The half-maximum condition $e^{-x^2/2}=1/2$ gives $x=\pm\sqrt{2\ln2}$.

For the most probable angle, write $p$ in terms of $u=\tan\theta$ as $2au(1+u^2)e^{-au^2}$. Setting the derivative of its logarithm to zero and multiplying by $u$ gives

$$
1+\frac{2u^2}{1+u^2}=2au^2=\frac{u^2}{\sigma^2}.
$$

Hence $u^2=\sigma^2(1+2\sigma^2+\dots)$. Since $\theta=u-u^3/3+\dots$, the maximum lies at $\sigma(1+\tfrac23\sigma^2+\dots)$, slightly above $\sigma$.

For the rms angle, $\tan^2\theta=(v_x^2+v_y^2)/v_0^2$ has the mean $2\sigma^2$, one $\sigma^2$ from each axis, and $\tan^2\theta\approx\theta^2$ at small angles.

The median solves $P(>\theta)=1/2$. For the mean, integrate $\theta p=-\theta\,dP/d\theta$ by parts. The boundary terms vanish, since $\theta=0$ at one end and $P=0$ at the other. With $u=\tan\theta$,

$$
\langle\theta\rangle=\int_0^{\pi/2}e^{-a\tan^2\theta}d\theta=\int_0^\infty\frac{e^{-au^2}}{1+u^2}du.
$$

Insert $1/(1+u^2)=\int_0^\infty e^{-s(1+u^2)}ds$ and do the Gaussian integral over $u$ first:

$$
\langle\theta\rangle=\frac{\sqrt\pi}{2}\int_0^\infty\frac{e^{-s}}{\sqrt{a+s}}\,ds
=\sqrt\pi\,e^a\int_{\sqrt a}^\infty e^{-r^2}dr,
$$

where $a+s=r^2$ and $ds=2r\,dr$. The last integral is $(\sqrt\pi/2)\,\mathrm{erfc}\sqrt a$. $\square$

For large $a$ the factor $e^{-au^2}$ restricts $u$ to small values, so that $1+u^2\to1$ and $\langle\theta\rangle\to\frac12\sqrt{\pi/a}=\sigma\sqrt{\pi/2}$.

## Worked example

Energies are given in electronvolts and angles mostly in degrees. Any energy unit would serve, since the result depends only on a ratio of energies. Take the round model values $T_i=0.05$ eV, $E_0=2$ eV and $V=98$ V. Then $E=2+98=100$ eV, $a=100/0.05=2000$, and

$$
\sigma=\sqrt{\frac{0.05}{2\times100}}=0.0158\ \text{rad}=0.906^\circ.
$$

The same number follows from the speeds. For an ion of mass 40 u, the thermal speed per axis $\sqrt{T_i/M}$ is 347 m/s and the normal speed at the surface is 21 964 m/s; their ratio is 0.0158. Another mass would change both speeds by the same factor.

Ion paths were integrated numerically through two potential drops, one growing as $z^{4/3}$ and one as $z^2$ from the sheath edge. Both delivered a normal energy of 100.00000 eV, as Lemma 1 requires.

The full density (a) gives a standard deviation smaller than $\sigma$ by a relative $2.5\times10^{-4}$, which is the predicted $\sigma^2=0.05/200$. The narrow-angle formula is thus far more accurate here than the model assumptions are likely to be.

The widths describe one and the same distribution, and they differ appreciably:

- full width at half maximum of the projected angle: $2.13^\circ$;
- most probable polar angle: $0.906^\circ$;
- median polar angle: $1.07^\circ$;
- mean polar angle: $1.14^\circ$;
- rms polar angle: $1.28^\circ$.

A quoted angular width therefore needs its definition beside it.

The fraction of ions more than $2^\circ$ from the normal is

$$
P(>2^\circ)=\exp(-2000\tan^22^\circ)=e^{-2.44}=0.087.
$$

A random sample of one million ions gave 0.08734, against 0.08726 from the formula. The expected statistical error is $\sqrt{0.087\times0.913/10^6}\approx0.0003$, so the two agree.

**Dependence on energy.** At fixed $T_i$ the width falls as $E^{-1/2}$: $\sigma$ is $1.81^\circ$ at 25 eV, $0.906^\circ$ at 100 eV and $0.453^\circ$ at 400 eV. The fraction outside the $2^\circ$ cone changes much faster, from 0.54 to 0.087 to $5.8\times10^{-5}$. The reason is that $E$ multiplies the exponent of $P$, so a fourfold energy raises the fraction to its fourth power; indeed $0.0873^4=5.8\times10^{-5}$. A tail this small belongs to the collisionless model only. In a real sheath, ions created by charge exchange close to the surface arrive with little normal energy and easily fall outside the cone. For argon at pressures of order 1 mTorr, where only a few percent of the ions collide in the sheath, a rough estimate puts their share outside $2^\circ$ at about $10^{-3}$, well above $5.8\times10^{-5}$. The core width $\sigma$ is much less sensitive to rare collisions than the far tail.

## Where the result changes

**Low normal energy.** For $E/T_i=2$ the narrow-angle formula gives $\sigma=0.5$ rad, or $28.6^\circ$, while the density (a) has a standard deviation of $24.3^\circ$. The formula is too large by 18% of the latter value. In the limit $a\to0$, $P(>\theta)\to1$ at every fixed $\theta<\pi/2$, and the ions arrive at grazing incidence. This is a limit of the formulas rather than of a real sheath: when $E$ is comparable with $T_i$, a thermal spread $\sqrt{T_i/M}$ of the normal velocity would be comparable with the normal speed $\sqrt{2E/M}$ itself, and the assumption of one common normal energy loses its justification.

**A spread of normal energies.** Suppose that $E$ varies from ion to ion, independently of the transverse velocity. At each $E$ the mean of $\tan\theta_x$ is zero and its variance is $T_i/(2E)$. Averaging over the arriving ions gives

$$
\langle\tan^2\theta_x\rangle=\frac{T_i}{2}\left\langle\frac1E\right\rangle\ge\frac{T_i}{2\langle E\rangle},
$$

where the inequality holds because $1/E$ is a convex function. Slow ions count most, and inserting the mean energy in the formula for $\sigma$ underestimates this width. A sheath voltage that varies in time can produce such a spread.

**Collisions and bent fields.** A collision in the sheath can change the transverse velocity, and an ion created there by charge exchange falls through only part of $V$. Near surface features or a wafer edge the field has transverse components, and Lemma 1 fails at its first step. The theorem then gives the distribution that enters the disturbed region, if the sheath up to that point satisfies the assumptions, with $E$ the normal energy reached there.

## Computed results

```
transverse temperature Ti = 0.050 eV
entry normal energy = 2.0 eV
sheath potential drop = 98.0 V
normal energy at surface E = 100.0 eV
ion mass = 40.0 u
ratio E/Ti = 2000.0
thermal speed per axis = 347.3 m/s
normal speed at surface = 21964.2 m/s
trajectory normal energy, profile power 4/3 = 100.00000 eV
trajectory normal energy, profile power 2 = 100.00000 eV
sigma = sqrt(Ti/(2E)) = 15.8114 mrad = 0.9059 deg
exact std of projected angle = 0.9057 deg
relative shortfall of exact std = 2.498e-04
FWHM of projected angle = 2.1336 deg
most probable polar angle = 0.9061 deg
median polar angle = 1.0665 deg
mean polar angle = 1.1351 deg
rms polar angle = 1.2807 deg
cone half-angle = 2.0 deg
fraction outside cone, formula = 0.08726
number of sampled ions = 1000000
fraction outside cone, sampled = 0.08734
std of projected angle, sampled = 0.9055 deg
mean polar angle, sampled = 1.1346 deg
E = 25 eV: sigma = 1.8119 deg, outside cone = 5.435e-01
E = 100 eV: sigma = 0.9059 deg, outside cone = 8.726e-02
E = 400 eV: sigma = 0.4530 deg, outside cone = 5.796e-05
E/Ti = 2: narrow-angle sigma = 28.65 deg
E/Ti = 2: exact std of angle = 24.28 deg
sixth-order variance coefficient at sigma 0.02 = 7.649
```
